\section*{Core-polarization corrected dipole operator and alkali resonance line strengths, part 1}

(Sections cited here and not found follow in the second part.)

\section{A point core in a static field}

Take one electron at $\mathbf r$ and, at the origin, an ionic core whose sole response is an induced dipole $\boldsymbol\mu=\alpha\mathbf E_{\rm tot}$, with $\alpha$ its polarizability. Atomic units are used, so the electron has charge $-1$. In a uniform static field $\mathbf F$ the electron has energy $+\mathbf F\cdot\mathbf r$. A charge $q$ at $\mathbf r$ makes the field $q(\mathbf 0-\mathbf r)/r^3$ at the origin, so the electron's field on the core is $\mathbf E=+\mathbf r/r^3$. The induced dipole has interaction energy $-\boldsymbol\mu\cdot\mathbf E_{\rm tot}$ and costs $\mu^2/2\alpha$ to create, which sums to $-\tfrac12\alpha E_{\rm tot}^2$. With $\mathbf E_{\rm tot}=\mathbf F+\mathbf E$,
\begin{equation}
\mathbf F\cdot\mathbf r-\tfrac12\alpha|\mathbf F+\mathbf E|^2
=\mathbf F\cdot(\mathbf r-\alpha\mathbf E)-\tfrac12\alpha E^2-\tfrac12\alpha F^2 .
\label{sq}
\end{equation}
The dipole operator is defined by writing the term linear in $\mathbf F$ as $-\mathbf d\cdot\mathbf F$, so $\mathbf d=-\mathbf r+\alpha\mathbf E$. The electron pulls the positive end of the core dipole towards itself, and this dipole opposes the electron's own, $-\mathbf r$. When the electron enters the core its field is not that of an external charge. Writing $\mathbf E=g(r)\,\mathbf r/r^3$, with $g\to1$ outside the core, Eq.~(\ref{sq}) gives
\begin{equation}
\mathbf d=-\mathbf r\left[1-\frac{\alpha g(r)}{r^3}\right],\qquad
V_{\rm pol}=-\frac{\alpha g(r)^2}{2r^4}.
\label{hhj}
\end{equation}
The first is the operator of Hameed, Herzenberg and James (HHJ). The cutoff appears once in the operator and squared in the potential. So far $g$ is undefined, the field is static and the core follows the electron instantly.

\section{Line strength, and the hydrogenic limit}

Let the valence orbitals be $u_s(r)Y_{00}/r$ and $u_p(r)Y_{1m}/r$, with energy difference $\omega$. The bracket in Eq.~(\ref{hhj}) is a scalar, so the angular factor is that of $\mathbf r$, and $\langle Y_{10}|\cos\theta|Y_{00}\rangle=1/\sqrt3$ gives
\begin{equation}
\langle p0|d_z|s\rangle=-\frac{R}{\sqrt3}(1-\alpha X),\quad
R=\int\! u_pu_s\,r\,dr,\quad
X=\frac1R\int\! u_pu_s\frac{g}{r^2}\,dr .
\end{equation}
The strength $S$ of the $^2S$--$^2P$ multiplet sums $|\mathbf d|^2$ over all initial and final sublevels. Each of the three $p$ sublevels is reached by one spherical component of $\mathbf d$ with the same squared element, and the conserved spin takes two values. The absorption oscillator strength is $\tfrac23\omega S$ divided by the two initial sublevels. Hence
\begin{equation}
S=2R^2(1-\alpha X)^2,\qquad f=\tfrac23\omega R^2(1-\alpha X)^2,\qquad
\frac{S-S_0}{S_0}=-2\alpha X+(\alpha X)^2,
\label{S}
\end{equation}
with $S_0=2R^2$. At fixed orbitals and fixed $g$ the change is proportional to $\alpha$ to first order in $\alpha X$, and for $|\alpha X|<2$ it is a lowering if and only if $X>0$.

One case gives $X$ in closed form. For $h=p^2/2+V(r)$ with local $V$, $[h,z]=-ip_z$ and $[h,p_z]=i\,\partial_zV$, so $[h,[h,z]]=\partial_zV$. Between eigenstates the double commutator is $\omega^2\langle f|z|i\rangle$. For $V=-1/r$, $\partial_zV=z/r^3$, the correction operator with $g=1$. Therefore
\begin{equation}
X=\omega^2\qquad(\text{hydrogenic orbitals},\ g=1).
\end{equation}
Quadrature reproduces this to the tested relative $10^{-6}$ for 1s--2p ($\omega=3/8$, $X=0.140625$), 2s--3p ($4.8225\times10^{-3}$) and 3d--4f ($5.9076\times10^{-4}$). The positive sign does not survive an arbitrary cutoff. With both functions positive near the origin, the 2s--3p product changes sign at the 2s node, $r=2$, and again at the 3p node, $r=6$. The cutoff $g=[1-e^{-(r/2)^6}]^{1/2}$ suppresses the positive part inside $r=2$, and the tested result is $X=-1.73\times10^{-3}$. The sign of $X$ has to be computed line by line.

\section{Finite frequency and the meaning of $g$}

Let the core be a closed shell with $N$ electrons at $\mathbf r_j$, nuclear charge $Z$, a $^1S$ ground state $|0\rangle$ and excited states $|n\rangle$ at energies $\omega_n$, all taken real. The valence electron is treated as distinguishable from the core electrons, which drops exchange. Its Hamiltonian $h$ contains the average repulsion of the core, and the coupling is the fluctuation
\begin{equation}
V(\mathbf r)=\sum_j\frac1{|\mathbf r-\mathbf r_j|}-\Big\langle0\Big|\sum_j\frac1{|\mathbf r-\mathbf r_j|}\Big|0\Big\rangle .
\end{equation}
The total dipole is $-\mathbf r+\boldsymbol\mu$ with $\boldsymbol\mu=-\sum_j\mathbf r_j$. To first order a valence state $v$ becomes
\begin{equation}
|\tilde v\rangle=|v,0\rangle+\sum_{k,\,n\ne0}|k,n\rangle\frac{\langle k|V_{n0}|v\rangle}{E_v-E_k-\omega_n},\qquad V_{n0}(\mathbf r)=\langle n|V|0\rangle .
\end{equation}
The operator $-\mathbf r$ cannot excite the core, so it has no first-order correction. The operator $\mu_z$ has no zeroth-order element, by parity, and leaves the valence state alone. It therefore picks $k=f$ from the dressing of $|i\rangle$ and $k=i$ from that of $\langle f|$. With $\omega=E_f-E_i$ the denominators are $-(\omega_n+\omega)$ and $-(\omega_n-\omega)$, and with $\mu_{n0}=\langle n|\mu_z|0\rangle$
\begin{align}
\langle\tilde f|\mu_z|\tilde i\rangle&=-\sum_n\mu_{n0}\langle f|V_{n0}|i\rangle\Big[\frac1{\omega_n+\omega}+\frac1{\omega_n-\omega}\Big]=-\langle f|v_{\rm ind}|i\rangle,\\
v_{\rm ind}(\mathbf r;\omega)&=\sum_n\frac{2\omega_n}{\omega_n^2-\omega^2}\,\mu_{n0}V_{n0}(\mathbf r).
\label{vind}
\end{align}
A perturbation $-\mu_zF\cos\omega t$ changes the mean of a core operator $A$ with real matrix elements by $F\cos\omega t\sum_n2\omega_nA_{0n}\mu_{n0}/(\omega_n^2-\omega^2)$. With $A=V(\mathbf r)$ this identifies $v_{\rm ind}$ as the Coulomb energy of an electron in the core density induced by a unit field at frequency $\omega$, and $A=\mu_z$ gives $\alpha(\omega)$. The effective operator is $d_z=-(z+v_{\rm ind})$. Eq.~(\ref{vind}) has a pole at each dipole excitation of the core and holds only away from these poles; the alkali lines treated below lie under the first one.

A spherical core responds to a unit field along $z$ with a number density $\rho_1(r)\cos\theta$. In $1/|\mathbf r-\mathbf r'|=\sum_k r_<^kr_>^{-k-1}P_k(\cos\gamma)$ the angular integral leaves $k=1$, with $\int P_1(\cos\gamma)\cos\theta'd\Omega'=\tfrac{4\pi}3\cos\theta$. The induced dipole of the electrons is $\alpha=-\int z\rho_1\cos\theta\,d^3r=-\tfrac{4\pi}3\int_0^\infty\rho_1r^3dr$. Then
\begin{align}
v_{\rm ind}&=\frac{4\pi}3\cos\theta\Big[\frac1{r^2}\int_0^r\!\rho_1r'^3dr'+r\int_r^\infty\!\rho_1dr'\Big]\equiv-\frac{\alpha g}{r^2}\cos\theta,\\
g(r;\omega)&=\frac{\int_0^r\rho_1r'^3dr'+r^3\int_r^\infty\rho_1dr'}{\int_0^\infty\rho_1r'^3dr'} .
\label{g}
\end{align}
Since $\cos\theta/r^2=z/r^3$, this is Eq.~(\ref{hhj}) with $\alpha\to\alpha(\omega)$ and a cutoff fixed by the core. Where $\rho_1$ has died away $g=1$, and at small $r$ the second term makes $g\propto r^3$. In the static case force balance gives the coefficient. In a stationary state $\langle[H,\mathbf P]\rangle=0$ for the total electron momentum $\mathbf P$, so the net force on the core electrons vanishes. Their mutual forces cancel and the field exerts $-N\mathbf F$, so the clamped nucleus exerts $+N\mathbf F$ on them and they exert $-N\mathbf F$ on it. The induced field at the nucleus is then $-(N/Z)\mathbf F$, an electron there has induced energy $-(N/Z)Fz$, and
\begin{equation}
\lim_{r\to0}\alpha g/r^3=N/Z .
\label{NZ}
\end{equation}
The bracket in Eq.~(\ref{hhj}) is finite at the origin and equals $1/Z$ for $N=Z-1$.

The dependence on $\omega$ was tested on a model solved by full diagonalization: an electron in $V_0=-(r^2+4)^{-1/2}$ coupled by $-\boldsymbol\mu\cdot\mathbf E$, with $g=r^3/(r^2+4)^{3/2}$, to a three-dimensional oscillator core of frequency $\omega_0$, kept to two quanta, for which $\alpha(\omega)=\alpha\omega_0^2/(\omega_0^2-\omega^2)$. The radial grid has a step of $0.5$ bohr, and unless stated otherwise the figures quoted for this model belong to that grid. The values of $\omega$, $X$, $S$ and the dipole ratio are within about $0.1\%$ of the converged ones, while small differences between such values carry a larger relative error. The uncoupled lowest $s$--$p$ line has $\omega=0.09551$ and $X=0.009135$ ($0.09553$ and $0.009127$ when converged). For $\alpha=0.05$, $\omega_0=0.4$ the ratio of core to valence dipole from the diagonalization is $-4.846\times10^{-4}$. The formula gives $-\alpha(\omega)X=-4.844\times10^{-4}$, within the tested $0.5\%$, while $-\alpha(0)X=-0.05\times0.009135=-4.567\times10^{-4}$ is $5.8\%$ short of the diagonalized value.

\section{The other terms of order $\alpha$}

The term just derived is a product $\mu V$ and so of order $\alpha$. Second-order corrections to $\langle -\mathbf r\rangle$ are products $VV$ and also of order $\alpha$. For the oscillator core they can be sorted by a unitary transformation. With $[\mu_a,\Pi_b]=i\delta_{ab}$,
\begin{equation}
H=\tfrac12p^2+V_0+\tfrac12\alpha\omega_0^2\Pi^2+\frac{\mu^2}{2\alpha}-\boldsymbol\mu\cdot\mathbf E(\mathbf r).
\end{equation}
The oscillator has mass $1/\alpha\omega_0^2$ and force constant $1/\alpha$, hence frequency $\omega_0$ and ground-state variance $\langle\Pi_a\Pi_b\rangle=\delta_{ab}/2\alpha\omega_0$. The operator $U=\exp[-i\alpha\mathbf E(\mathbf r)\cdot\boldsymbol\Pi]$ commutes with $\mathbf r$ and $\boldsymbol\Pi$, shifts $U^\dagger\boldsymbol\mu U=\boldsymbol\mu+\alpha\mathbf E$, and gives $U^\dagger p_aU=p_a+U^\dagger(-i\partial_aU)=p_a-A_a$ with $A_a=\alpha\sum_b(\partial_aE_b)\Pi_b$. In $(\boldsymbol\mu+\alpha\mathbf E)^2/2\alpha-(\boldsymbol\mu+\alpha\mathbf E)\cdot\mathbf E$ the terms $\pm\boldsymbol\mu\cdot\mathbf E$ cancel and $\tfrac12\alpha E^2-\alpha E^2$ remains. Without approximation,
\begin{align}
U^\dagger HU&=h'+H_{\rm osc}+\tfrac12A^2+W,\qquad h'=\tfrac12p^2+V_0-\tfrac12\alpha E^2,\\
W&=-\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)=-\alpha\,\boldsymbol\Pi\cdot i[h',\mathbf E],\\
U^\dagger(-\mathbf r+\boldsymbol\mu)U&=-\mathbf r+\alpha\mathbf E+\boldsymbol\mu ,
\end{align}
where $i[h',E_b]=\tfrac12\sum_a(p_a\,\partial_aE_b+\partial_aE_b\,p_a)$ was used. As $\omega_0\to\infty$ at fixed $\alpha$ the variance of $\Pi$ vanishes, and Eq.~(\ref{hhj}) holds to all orders in $\alpha$ in this model, with orbitals of $h'$, which contains $V_{\rm pol}$. In this limit the $VV$ terms amount to the change of the orbitals by $V_{\rm pol}$.

The leading correction is the oscillator average of $A^2/2$. For $\mathbf E=\phi(r)\mathbf n$, $\phi=g/r^2$, $\mathbf n=\mathbf r/r$, one has $\partial_aE_b=\phi'n_an_b+(\phi/r)(\delta_{ab}-n_an_b)$. The two projectors are orthogonal with traces 1 and 2, so
\begin{equation}
V_{\rm na}=\frac{\alpha^2}{2}\,\frac{\sum_{ab}(\partial_aE_b)^2}{2\alpha\omega_0}=\frac{\alpha}{4\omega_0}\Big[\phi'^2+\frac{2\phi^2}{r^2}\Big],
\end{equation}
a repulsion that expresses the lag of the core. The term $W$ restores the frequency dependence. Between eigenstates $i[h',E_z]\to i\omega E_{fi}$, and the oscillator gives $\langle0|\mu_z|1\rangle\langle1|\Pi_z|0\rangle=i/2$ and $\langle0|\Pi_z|1\rangle\langle1|\mu_z|0\rangle=-i/2$. The two first-order terms of $\mu_z$ are
\begin{equation}
\frac{-\alpha(i\omega E_{fi})(i/2)}{-(\omega_0+\omega)}+\frac{-\alpha(i\omega E_{fi})(-i/2)}{-(\omega_0-\omega)}
=\frac{\alpha\omega^2E_{fi}}{\omega_0^2-\omega^2}=[\alpha(\omega)-\alpha]E_{fi},
\end{equation}
in agreement with Eq.~(\ref{vind}). In second order $W$ contributes $\alpha^2\langle\Pi^2\rangle/\omega_0\sim\alpha/\omega_0^2$ to the valence Hamiltonian. The HHJ operator with $V_{\rm pol}$ thus misses $S$ and the energies by $O(\alpha/\omega_0)$, and by $O(\alpha/\omega_0^2)$ once $V_{\rm na}$ is added. The refinement $\alpha(0)\to\alpha(\omega)$ is of the latter order, one power of $1/\omega_0$ below the neglected $V_{\rm na}$.

The core's response at the transition frequency fixes the cutoff $g$ in the dipole operator, and for an oscillator core the operator used with $V_{\rm pol}$ leaves errors of order $\alpha/\omega_0$, reduced to $\alpha/\omega_0^2$ by adding $V_{\rm na}$. It remains to test these orders numerically, to compute the lines of Li to Cs, and to estimate the dropped exchange term.
